Propagation Loss of a Waveguide from Its Fabry-Perot Fringes

**Problem**

A straight waveguide of length L = 5.0 mm ends in two equal, flat facets. Each facet returns a fraction R = 0.30 of the guided power to the guided mode. Light from a narrow-line laser near 1550 nm is coupled in, and the transmitted power is recorded while the wavelength is scanned. It oscillates, with a ratio of maximum to minimum power u = 2.5. The group index is 3.60.

(a) Find the propagation loss for one pass from facet to facet, in decibels.

(b) Show that the data are consistent with a passive guide, and find the largest ratio these facets could give.

(c) Find the loss per centimetre and the wavelength spacing of the fringes.

(d) How far does the answer move if R is uncertain by 0.02, or u by 0.05? Does a laser linewidth of 1.0 MHz matter?

Assume one guided mode, a linear detector without background, and values of R, loss and input coupling that stay constant over one fringe. "Loss" means power lost inside the guide; light leaving through a facet is not counted.

**Hints**

1. Let A be the fraction of guided power that survives one pass. What factor multiplies the field in one pass? What factor multiplies it in a full round trip, with two reflections?

2. The transmitted field is a geometric series. Add the fields first, then take the squared magnitude.

3. The unknown input coupling multiplies the maximum and the minimum alike.

4. For (d), write the loss as a difference of two logarithms, one containing u and the other R.

**Solution**

**(a) The one-pass loss**

Power falls by the factor A in one pass, so the field falls by √A. It also gains a phase φ. Let r be the field reflection coefficient inside the guide, with |r|² = R, and let t₁ and t₂ be the field transmission coefficients at the entrance and exit. For an incident field of unit amplitude, the part that crosses the guide once and leaves is

t₁t₂ √A exp(iφ).

Each later contribution has made one more round trip: two reflections and two passes. It therefore carries the additional factor

r² (√A)² exp(2iφ) = K exp(iδ), with K = RA.

Here δ is the round-trip phase, including any phase from the reflections. Since K < 1, the series converges:

E = t₁t₂ √A exp(iφ) [1 + K exp(iδ) + K² exp(2iδ) + …]
  = t₁t₂ √A exp(iφ) / [1 − K exp(iδ)].

The squared magnitude of the denominator is

(1 − K cos δ)² + (K sin δ)² = 1 + K² − 2K cos δ.

If the facets neither absorb nor scatter, and the incident light matches the mode, then |t₁t₂|² = (1 − R)². The transmitted fraction is

T = (1 − R)² A / (1 + K² − 2K cos δ).

The denominator is smallest at cos δ = 1, where it equals (1 − K)², and largest at cos δ = −1, where it equals (1 + K)². Dividing the maximum by the minimum cancels the numerator, and with it any constant coupling factor:

u = Tmax/Tmin = [(1 + K)/(1 − K)]².

Both 1 + K and 1 − K are positive, so the positive square root applies:

√u = (1 + K)/(1 − K).

Multiply by 1 − K, then collect the terms in K:

√u − K√u = 1 + K
√u − 1 = K(√u + 1)
K = (√u − 1)/(√u + 1).

Since A = K/R,

loss = −10 log₁₀ A = −10 log₁₀ [(1/R)(√u − 1)/(√u + 1)] dB.

With the given data,

√u = 1.58114
K = 0.58114/2.58114 = 0.22515
A = 0.22515/0.30 = 0.7505
loss = −10 log₁₀ 0.7505 = 1.25 dB.

About a quarter of the guided power is lost in one pass. The round-trip propagation loss is twice as large in decibels, 2.49 dB.

This result can be tested without summing round trips. A plane slab in air has R = [(n − 1)/(n + 1)]², so R = 0.30 requires

n = (1 + √R)/(1 − √R) = 3.422.

The electric field and its derivative were matched at both faces of such a slab, 5.0 mm thick and weakly absorbing, and the wavelength was scanned over a fringe. The absorption was adjusted until the computed ratio was 2.5. The loss found was 1.2465 dB, the same as the formula gives to the digits shown.

**(b) Consistency with a passive guide**

A passive guide has A ≤ 1, hence K ≤ R. The ratio u rises with K, so its upper limit for these facets is the lossless value

u(lossless) = [(1 + R)/(1 − R)]² = (1.30/0.70)² = 3.449.

The measured 2.5 lies below this limit. Read the other way, the same condition says that a ratio of 2.5 requires R ≥ 0.225; a smaller reflectance would imply gain.

The square root matters here. Using u in place of √u would give A = (1.5/3.5)/0.30 = 1.429, which is impossible without gain. The root appears because K multiplies a field, while u is a ratio of powers.

For ideal coupling the extreme transmissions are

Tmax = 0.70² × 0.7505/(1 − 0.22515)² = 0.6125
Tmin = 0.70² × 0.7505/(1 + 0.22515)² = 0.2450.

Even the maximum is below A = 0.7505. This follows from

Tmax/A = [(1 − R)/(1 − RA)]² ≤ 1,

because RA ≤ R. Equality requires A = 1 (for R > 0). With internal loss, the reflected waves no longer cancel completely at the entrance, and light making several passes is attenuated further. The peak transmission alone therefore does not give the one-pass loss directly.

**(c) Loss per length and fringe spacing**

The 5.0 mm guide is 0.50 cm long, so the loss per length is 1.2465/0.50 = 2.49 dB/cm. Writing A = exp(−αL) gives the power attenuation coefficient

α = −ln(0.7505)/(0.50 cm) = 0.574 cm⁻¹.

The length enters here but was not needed in (a).

For the fringe spacing, let n be the effective index of the mode. Apart from a constant reflection phase, δ = 4πnL/λ. Since n depends on wavelength,

dδ/dλ = 4πL[(1/λ) dn/dλ − n/λ²] = −4πL n_g/λ²,

where n_g = n − λ dn/dλ is the group index. Neighbouring maxima differ by 2π in δ. To leading order in the small ratio of spacing to wavelength,

Δλ = λ²/(2n_gL) = (1550 nm)²/(2 × 3.60 × 5.0 mm) = 66.7 pm.

A scan with 1.0 pm steps may miss each extremum by up to half a step. If both are missed by that amount, the deduced loss is too high by 0.0053 dB, which is negligible here.

**(d) Accuracy**

Separate the two measured quantities:

loss = −(10/ln 10)(ln K − ln R).

At fixed u, replacing R by R′ changes the deduced loss by 10 log₁₀(R′/R). The results are

R = 0.28: loss = 0.95 dB
R = 0.32: loss = 1.53 dB.

An error of 0.02 in reflectance thus moves the answer by about 0.3 dB. For given R and R′ this shift does not depend on the loss itself, so it becomes more serious, relative to the result, in a short or low-loss guide.

To find the effect of u at fixed R, set s = √u. Then

d(ln K)/ds = 1/(s − 1) − 1/(s + 1) = 2/(s² − 1) = 2/(u − 1).

Since ds/du = 1/(2s),

d(loss)/du = −(10/ln 10)/[√u (u − 1)] = −1.831 dB per unit ratio.

Raising u by 0.05 therefore lowers the loss by about 0.09 dB. The slope grows without limit as u approaches 1. In that high-loss limit the fringes are faint, u ≈ 1 + 4K, and a small error in the ratio is a large fraction of K.

The reflectance can be removed from the problem if guides of two lengths have identical facets and attenuation. Since ln K = ln R − αL for each,

α = (ln K₁ − ln K₂)/(L₂ − L₁).

For the laser linewidth, expand the fringe curve in harmonics. With z = K exp(iδ),

1 + 2(K cos δ + K² cos 2δ + …) = Re[(1 + z)/(1 − z)] = (1 − K²)/|1 − z|².

Hence

T = (1 − R)² A/(1 − K²) × [1 + 2(K cos δ + K² cos 2δ + …)].

Suppose the laser line is Lorentzian with full width Δν at half maximum. The round-trip time is τ = 2n_gL/c = 120.1 ps, and the half width of the line in phase is g = πΔντ. Averaging cos(mδ) over a Lorentzian multiplies it by exp(−mg), its Fourier transform. Every Kᵐ becomes [K exp(−g)]ᵐ, so the averaged curve has the same shape with K replaced by K exp(−g). The deduced loss is too high by

(10/ln 10) πΔντ = 0.0016 dB

for Δν = 1.0 MHz. The linewidth does not matter here.

A constant background matters more. The harmonic series shows that the mean transmission is (1 − R)²A/(1 − K²), which equals √(Tmax Tmin) = 0.387. Adding 1 percent of this to both extrema gives

u′ = (0.6125 + 0.0039)/(0.2450 + 0.0039) ≈ 2.48,

and raises the deduced loss by 0.043 dB.

**The result beside a real waveguide**

The parameters are round values in the regime of a large silicon rib waveguide with cleaved facets. Silicon has an index of roughly 3.5 near 1550 nm, close to the 3.422 that corresponds to R = 0.30. The loss of 2.49 dB/cm is high for a large, smooth rib, for which a few tenths of a decibel per centimetre is a rough typical value. In a low-loss rib of this length, the 0.3 dB reflectance uncertainty could exceed the loss being measured. Real devices can also break the assumptions of perfect facets and a single mode; the variations below put numbers to both. Temperature shifts the fringes: with a rough thermo-optic coefficient dn/dT = 1.8 × 10⁻⁴ K⁻¹, and thermal expansion neglected, one full fringe passes for a change of λ/(2L dn/dT) = 0.86 K. The temperature should therefore be steady during a scan. Two-photon absorption is negligible at 1.0 mW of incident guided power. For a mode field radius of 2.0 μm and a rough coefficient of 0.50 cm/GW, it adds about 1.3 × 10⁻⁵ dB to a forward pass at a transmission peak, not counting absorption by the carriers it creates.

**Variation 1: one tilted facet**

The ratio is still 2.5, but one facet is tilted by θ = 0.50°. The mode has a Gaussian field exp(−x²/w²) in the plane of the tilt, with w = 2.0 μm. What is the true one-pass loss?

With unequal facets, a round trip contains one reflection from each, so K = √(R₁R₂) A. The tilt turns the reflected beam by 2θ. For a small angle this gives the field a phase exp(iqx), with q = 2θ × 2πn/λ. Its normalised overlap with the guided mode is

∫ exp(−2x²/w²) exp(iqx) dx / ∫ exp(−2x²/w²) dx = exp(−q²w²/8).

The returned power contains the square of this overlap:

R₂/R₁ = exp(−q²w²/4) = exp[−(2πnwθ/λ)²].

For n = 3.422 and θ = 0.00873 rad, the bracket is 0.242 and the factor is 0.943. At fixed u, K is fixed, so A must be larger than before by 1/√0.943. The true loss is lower by

−10 log₁₀ √0.943 = 0.127 dB,

which gives 1.25 − 0.13 = 1.12 dB. Ignoring the tilt assigns imperfect reflection to propagation loss. The square of θ in the exponent makes the error grow quickly: while the tilt remains small, doubling the angle multiplies the error in decibels by four.

**Variation 2: a weak second mode**

The true loss is 1.25 dB and R = 0.30, but 5 percent of the mean detected power travels in a second mode. This mode has the same loss and reflectance, and its maxima fall on the minima of the first. What loss would the single-mode formula report?

If the facets do not mix the modes and the detector collects the whole output, the modes are orthogonal and their powers add. The detected extrema, in units of the total incident guided power, are

0.95 × 0.6125 + 0.05 × 0.2450 = 0.5941
0.95 × 0.2450 + 0.05 × 0.6125 = 0.2634.

Their ratio is 2.256. Inserting it in the formula of part (a) gives a loss too high by 0.50 dB, so the report would be 1.75 dB. This is a larger error than that from the 0.02 uncertainty in R, although the second mode is weak. Compared with a single mode carrying the same total power, the minimum rises by 7.5 percent and the maximum falls by 3.0 percent, and both changes lower the ratio.

If the two sets of fringes coincided, the ratio would remain 2.5 and there would be no error. Modes with different group indices have different fringe spacings, so their relative alignment changes along a long scan. A ratio that rises and falls slowly with wavelength is therefore a possible sign of a second mode, though wavelength-dependent loss or reflectance can also change it. The remaining digits of the worked values are in the numerical output below.

Table of computed values

```
Facet power reflectance R: 0.30
Maximum-to-minimum ratio u: 2.50
Square root of u: 1.58114
Round-trip field factor K = R A: 0.22515
One-pass power survival A: 0.75049
One-pass loss, formula: 1.2465 dB
One-pass loss, direct field solution: 1.2465 dB
Round-trip propagation loss: 2.493 dB
Waveguide length: 5.0 mm
Loss per length: 2.493 dB/cm
Power attenuation coefficient: 0.5740 1/cm
Maximum transmission: 0.6125
Minimum transmission: 0.2450
Lossless upper limit of u: 3.449
A if the square root is omitted: 1.429
Slab index giving this R: 3.422
Wavelength: 1550 nm
Group index: 3.60
Fringe spacing: 66.74 pm
Round-trip time: 120.1 ps
Loss if R = 0.28: 0.947 dB
Loss if R = 0.32: 1.527 dB
Slope of loss against u: -1.831 dB per unit ratio
Loss change for u higher by 0.05: -0.092 dB
Laser linewidth: 1.0 MHz
Deduced-loss shift, linewidth: 0.00164 dB
Mode field radius: 2.0 um
Tilt of one facet: 0.50 degrees
Reflectance factor of tilted facet: 0.9431
Deduced-loss shift, tilt: 0.127 dB
Background as part of mean signal: 0.010
Deduced-loss shift, background: 0.043 dB
Wavelength sampling step: 1.0 pm
Largest deduced-loss shift, sampling: 0.0053 dB
Second-mode part of mean signal: 0.050
Deduced-loss shift, opposite second mode: 0.501 dB
Two-photon coefficient (rough): 0.50 cm/GW
Incident guided power: 1.0 mW
Forward power build-up at a peak: 1.166
Added two-photon loss: 1.27e-05 dB
Thermo-optic coefficient (rough): 1.8e-04 1/K
Temperature change per fringe: 0.861 K
```
